# When a Nosé-Hoover oscillator fails to sample the canonical distribution

A Nosé-Hoover thermostat leaves the canonical distribution stationary, but this does not guarantee that one trajectory samples it. A single harmonic oscillator is a counter-example. With thermostat mass $Q=1$ in the units below, the start $q=0$, $p=1.5$ gives a mean kinetic energy correct to one part in $10^4$. Yet the largest magnitude of the position during the run is 1.253, and $\langle q^4\rangle$ is 0.885 where the canonical value is 3.

The missing condition is ergodicity. For a heavy thermostat an obstacle to sampling can be derived: a hidden, nearly conserved quantity keeps the motion in the neighbourhood of a torus for long times, though the derivation does not cover all time. At $Q=1$ the evidence is numerical, and some starts give chaos instead. A chain of two thermostats with $Q=1$ reproduces the canonical moments within statistical error from the two starts examined. That is evidence for those runs, not a proof for every start and mass.

## The equations and what they force

Let the oscillator have mass $m$, angular frequency $\omega$ and target temperature $T$. Length is measured in $\sqrt{kT/m\omega^2}$, momentum in $\sqrt{mkT}$, time in $1/\omega$, energy in $kT$ and thermostat mass in $kT/\omega^2$. The equations are then

$$\dot q=p,\qquad \dot p=-q-\zeta p,\qquad \dot\zeta=\frac{p^2-1}{Q}.$$

The friction $\zeta$ rises when $p^2$ exceeds its canonical mean 1, and falls when $p^2$ is below it. A negative $\zeta$ feeds energy in. All runs start with $\zeta=0$.

Canonical sampling would make $q$ and $p$ independent Gaussian variables of variance 1, so that $\langle q^2\rangle=\langle p^2\rangle=1$ and $\langle q^4\rangle=3$.

Now take any trajectory on which $q$, $p$ and $\zeta$ stay bounded, and let $\langle\cdot\rangle$ be its long-time average. The time average of a derivative $\dot f$ over a time $t$ is $[f(t)-f(0)]/t$, which vanishes for bounded $f$ as $t\to\infty$. With $f=\zeta$ this gives

$$0=\langle\dot\zeta\rangle=\frac{\langle p^2\rangle-1}{Q}\quad\Rightarrow\quad\langle p^2\rangle=1.$$

Every bounded trajectory therefore has the right mean kinetic energy, ergodic or not. A correct average temperature is no evidence of canonical sampling here.

The position variance follows from $f=qp$:

$$\frac{d(qp)}{dt}=p^2+q(-q-\zeta p)=p^2-q^2-\zeta qp.$$

Averaging gives $\langle q^2\rangle=\langle p^2\rangle-\langle\zeta qp\rangle$. Since $qp=q\dot q=d(q^2/2)/dt$, the product rule gives

$$\zeta qp=\frac{d}{dt}\left(\frac{\zeta q^2}{2}\right)-\frac{\dot\zeta q^2}{2}.$$

The first term averages to zero. Inserting $\dot\zeta$ in the second yields

$$\langle q^2\rangle=1+\frac{\langle(p^2-1)q^2\rangle}{2Q}.$$

For independent $q$ and $p$ the last average is zero. An oscillator on a narrow range of energies has small $q^2$ when $p^2$ is large, and this correlation can lower the variance.

## The counter-example at $Q=1$

The start $q=0$, $p=1.5$ was followed for a time of 10000. The run gives $\langle p^2\rangle=0.9999$, as the identity demands, but $\langle q^2\rangle=0.7826$. The right-hand side of the second identity, evaluated separately from the same run, is also 0.7826. The correlation is therefore $\langle(p^2-1)q^2\rangle=2(0.7826-1)=-0.435$.

The shape of the histogram is wrong as well as its width. The ratio $\langle q^4\rangle/\langle q^2\rangle^2$ is $0.885/0.7826^2=1.445$, while a Gaussian of any width has 3. The interval $1.0\le|q|<1.5$ holds a fraction 0.420 of the samples, against 0.184 for the canonical Gaussian. Beyond $|q|=1.5$ there are no samples, although the Gaussian puts $0.0881+0.0455=0.134$ of its probability there.

Is this slow sampling that a longer run would cure? One indicator is the separation of two neighbouring trajectories. For a small initial displacement in $q$, its mean exponential growth rate over a time of 5000 is zero to four decimals, which means an accumulated growth factor below $e^{0.25}\approx1.28$ at the end of the run. In between, the factor oscillates with the phase, up to about 1.9, without any upward trend. A displacement in $\zeta$ does not grow either, but so small a factor does not hold for every direction: a displacement in $p$ grows by a factor of about 60 over the same time, a rate of 0.0008. This growth is linear: the largest factor reached is 44 up to time 2500, 88 up to 5000 and 176 up to 10000. In regular motion on a smooth family of tori, neighbours separate at most in proportion to time, so the exponential rate tends to zero as the run lengthens. The result is consistent with such motion, though a finite run cannot prove that a torus exists. The mechanism can be derived when the thermostat is heavy.

## The hidden invariant of a heavy thermostat

Write the oscillator's energy and phase as

$$E=\frac{q^2+p^2}{2},\qquad q=\sqrt{2E}\sin\theta,\qquad p=\sqrt{2E}\cos\theta.$$

The conservative force cancels from the energy balance:

$$\dot E=qp+p(-q-\zeta p)=-\zeta p^2=-\zeta E(1+\cos2\theta),$$

where $2\cos^2\theta=1+\cos2\theta$ was used. From $\tan\theta=q/p$,

$$\dot\theta=\frac{\dot qp-q\dot p}{q^2+p^2}=\frac{p^2+q^2+\zeta qp}{2E}=1+\frac{\zeta}{2}\sin2\theta.$$

The friction obeys

$$\dot\zeta=\frac{E-1+E\cos2\theta}{Q}.$$

To see which variables are slow, set $\zeta=z/\sqrt Q$. Then $\dot E$ and $\dot z$ are both proportional to $1/\sqrt Q$, while $\dot\theta$ is close to 1. For large $Q$, with $E$ and $z$ of order one, the phase turns many times before $E$ or $z$ changes much. At leading order $\cos2\theta$ may be replaced by its mean, zero:

$$\dot E=-\zeta E,\qquad\dot\zeta=\frac{E-1}{Q}.$$

These averaged equations conserve

$$G=E-1-\ln E+\frac{Q\zeta^2}{2},$$

because

$$\dot G=\left(1-\frac1E\right)(-\zeta E)+Q\zeta\,\frac{E-1}{Q}=-\zeta(E-1)+\zeta(E-1)=0.$$

The function $E-1-\ln E$ has its minimum, zero, at $E=1$ and rises without limit towards $E=0$ and $E=\infty$. Each $G>0$ thus gives a closed curve in the $(E,\zeta)$ plane, and the energy stays between the two roots of $E-1-\ln E=G$. Motion round this curve, combined with the fast angle $\theta$, is motion on a torus.

How well does $G$ survive in the full equations? Keeping the oscillating terms,

$$\dot G=-\zeta(E-1)(1+\cos2\theta)+\zeta(E-1+E\cos2\theta)=\zeta\cos2\theta.$$

This is exact. To integrate it, differentiate $(\zeta/2)\sin2\theta$:

$$\frac{d}{dt}\left(\frac\zeta2\sin2\theta\right)=\zeta\cos2\theta\,\dot\theta+\frac{\dot\zeta}{2}\sin2\theta.$$

Define $K=G-(\zeta/2)\sin2\theta$. Inserting $\dot\theta$ and $\dot\zeta$, and using $\sin2\theta\cos2\theta=\tfrac12\sin4\theta$, gives

$$\dot K=-\frac{\zeta^2}{4}\sin4\theta-\frac{E-1}{2Q}\sin2\theta-\frac{E}{4Q}\sin4\theta.$$

Since $\zeta^2$ is of order $1/Q$, every term is of order $1/Q$ and has zero phase average. One more integration of the same kind leaves oscillations of order $1/Q$ and a possible drift rate of order $Q^{-3/2}$. Hence $G$ stays within order $1/\sqrt Q$ of its initial value for times of order $Q$ at least.

Confinement for all time needs more than this estimate. The theorem of Kolmogorov, Arnold and Moser gives conditions under which tori persist under a small perturbation; those conditions are not verified here. The separation of time scales behind the derivation is also lost if $Q$ is not large, or if a start is so far from $E=1$ that $G/Q$ is not small, since the friction reaches about $\sqrt{2G/Q}$ and the energy then changes within one turn of the phase. This removes the guarantee; it does not by itself show that $G$ stops being nearly conserved.

## Numbers for the heavy thermostat

Start at $q=0$, $p=2$. Then $E=2$ and $G=2-1-\ln2=0.3069$, whose other root is $E=0.4064$. Runs of length 6000 with $Q=100$ and $Q=400$ both give an energy range from 0.4064 to 2.0000. Because $\dot E=-\zeta p^2$, the energy can turn round only when $\zeta$ changes sign. At that moment the leading correction $(\zeta/2)\sin2\theta$ vanishes, so the error at the limits is smaller than order $1/\sqrt Q$. Errors of order $1/Q$ remain at individual turning points: for $Q=100$ the upper ones lie between 1.989 and 2.000 and the lower ones between 0.4064 and 0.4084, and for $Q=400$ these intervals are four times narrower. The upper limit 2.0000 is the starting energy itself, and the agreement of the lower limit to four decimals is closer than this estimate guarantees.

In the $(q,p)$ plane the trajectory fills at most a ring. Canonically, the uniform area element $dq\,dp=dE\,d\theta$ makes the energy density $e^{-E}$. The probability outside the ring is therefore

$$1-e^{-0.4064}+e^{-2}=0.334+0.135=0.469.$$

Nearly half the canonical weight is not visited.

In the averaged equations the maximum friction occurs at $E=1$, where $Q\zeta^2/2=G$; in the full equations this holds only to leading order. The correction $(\zeta/2)\sin2\theta$ then ranges between $\pm\frac12\sqrt{2G/Q}$, so the total spread of $G$ should be $\sqrt{2G/Q}$. For $Q=100$ this is 0.0783 and the run gives 0.0782. For $Q=400$ the values are 0.0392 and 0.0391. Quadrupling $Q$ halves the spread, as derived.

For the slow motion, put $u=\ln E$. The averaged equations become

$$\dot u=-\zeta,\qquad\ddot u=-\frac{e^u-1}{Q}.$$

For small $u$ this is $\ddot u=-u/Q$, with period $2\pi\sqrt Q$. In ordinary units that is $2\pi\sqrt{Q/kT}$, independent of $\omega$. At finite amplitude the period is

$$\tau=2\int_{u_-}^{u_+}\frac{du}{\sqrt{2[G-(e^u-1-u)]/Q}},$$

where $u_\pm$ are the turning points and the factor 2 counts both directions. This gives 64.45 for $Q=100$, compared with 62.83 in the small-amplitude limit and 64.47 in the run.

The histogram follows from the two time scales. At fixed $E$ the phase is uniform at leading order, and each $q$ is passed twice per turn. Since $dq=\sqrt{2E-q^2}\,d\theta$ on the branch with positive momentum,

$$P(q|E)=\frac{2}{2\pi}\frac{d\theta}{dq}=\frac{1}{\pi\sqrt{2E-q^2}}.$$

This density peaks at the turning points. The phase averages $\langle\sin^2\theta\rangle=1/2$ and $\langle\sin^4\theta\rangle=3/8$ give

$$\langle q^2\rangle=\langle E\rangle=1,\qquad\langle q^4\rangle=4\cdot\frac38\langle E^2\rangle=\frac32\langle E^2\rangle.$$

Here $\langle E\rangle=1$ follows from averaging $Q\dot\zeta=E-1$ over a closed slow cycle. At leading order even the position variance is right, while the distribution is wrong. Canonically $\langle E^2\rangle=\int_0^\infty E^2e^{-E}dE=2$, which returns $\langle q^4\rangle=3$. On this torus the slow-cycle integral predicts 1.954; the runs give 1.947 and 1.950.

In the limiting case $E=1$, $\zeta=0$, the slow cycle shrinks to a point and $\langle q^4\rangle$ falls to 1.5 at leading order. This needs a heavy thermostat: that start gives 1.49 for $Q=100$ but about 0.9 for $Q=1$.

## The correct general statement

**Statement.** The canonical density is stationary under the Nosé-Hoover equations. Time averages equal canonical averages for every integrable observable and almost every start if and only if the flow is ergodic, meaning that every invariant set has canonical probability 0 or 1.

**Stationarity.** Let $\mathbf v=(\dot q,\dot p,\dot\zeta)$, $W=(q^2+p^2+Q\zeta^2)/2$ and $\rho\propto e^{-W}$. A density is stationary if $\nabla\cdot(\rho\mathbf v)=0$. Here

$$\nabla\cdot(\rho\mathbf v)=\rho(\nabla\cdot\mathbf v-\mathbf v\cdot\nabla W).$$

The only nonzero part of $\nabla\cdot\mathbf v$ is $\partial\dot p/\partial p=-\zeta$. The other term is

$$\mathbf v\cdot\nabla W=qp+p(-q-\zeta p)+Q\zeta\frac{p^2-1}{Q}=-\zeta.$$

The two cancel, so $\rho$ is stationary. Integrating it over $\zeta$ leaves the canonical density of $q$ and $p$.

**Ergodicity is necessary.** Suppose an invariant set $A$ has probability $\mu(A)$ strictly between 0 and 1. Take the observable that is 1 inside $A$ and 0 outside. Its time average is 1 from any start inside and 0 from any start outside. Neither equals its canonical average $\mu(A)$.

**Ergodicity is sufficient.** Birkhoff's theorem states that, for a stationary probability, the time average $\bar f$ of an integrable observable $f$ exists for almost every start, is constant along trajectories, and has the same canonical average as $f$. If $\bar f$ took different values on sets of positive probability, some number $c$ would make the set where $\bar f>c$ have probability strictly between 0 and 1. That set is invariant, which contradicts ergodicity. So $\bar f$ is constant almost everywhere, and the constant is the canonical average. This completes the proof.

The heavy oscillator shows why stationarity cannot select the canonical density. Since $E+Q\zeta^2/2=G+1+u$ and $dE=e^u\,du$,

$$e^{-E-Q\zeta^2/2}\,dE\,d\zeta=e^{-1}e^{-G}\,du\,d\zeta.$$

The averaged flow in $(u,\zeta)$ has zero divergence and conserves $G$. Any normalizable non-negative function of $G$ is thus as stationary as $e^{-G}$. The canonical density is one particular mixture of tori, and a trajectory confined to one torus cannot produce the mixture.

There is also a conserved extended energy, $E+Q\zeta^2/2+\int_0^t\zeta\,dt'$, whose derivative is $-\zeta p^2+\zeta(p^2-1)+\zeta=0$. It checks the integration: in the $Q=1$ run above it varies by $1.5\times10^{-4}$. It does not by itself confine $(q,p,\zeta)$, because the time integral is an additional variable free to compensate.

## Chaos is not yet ergodicity

At $Q=1$ the start $q=0$, $p=5$ behaves differently from $p=1.5$. Its separation growth rate over a time of 5000 is 0.0148 in this run. The digits of such a finite-time value depend on the integration, but a rate of order 0.01 is far above what linear growth gives and is a clear sign of chaos. So it is not true that every trajectory of this oscillator lies on a torus.

Chaos from one start does not restore canonical sampling. The phase space $(q,p,\zeta)$ has three dimensions, so an invariant torus separates an inside from an outside. A trajectory cannot cross it, since the equations have a unique solution through each point. If the regular motion at $p=1.5$ belongs to a region of tori, as the numbers suggest, a chaotic trajectory outside misses that region for ever.

## What the chain changes

In a chain of two thermostats with equal masses, the first friction is itself thermostatted:

$$\dot\zeta_1=\frac{p^2-1}{Q}-\zeta_1\zeta_2,\qquad\dot\zeta_2=\zeta_1^2-\frac1Q,$$

and $\dot p=-q-\zeta_1p$. Now take $W=(q^2+p^2+Q\zeta_1^2+Q\zeta_2^2)/2$. The divergence of the flow is $-\zeta_1-\zeta_2$, and

$$\mathbf v\cdot\nabla W=-\zeta_1p^2+\zeta_1(p^2-1)-Q\zeta_1^2\zeta_2+Q\zeta_2\zeta_1^2-\zeta_2=-\zeta_1-\zeta_2.$$

The canonical density is again stationary. By the general statement, this alone is no better guarantee than before.

The old invariant, however, is broken. With $\zeta_1$ in place of $\zeta$ in $G$, the extra term in $\dot\zeta_1$ contributes $Q\zeta_1(-\zeta_1\zeta_2)$, so that

$$\dot G=\zeta_1\cos2\theta-Q\zeta_1^2\zeta_2.$$

The second term does not vanish on averaging over the fast phase. The argument that confined the energy no longer applies, though this does not exclude some other invariant set.

At $Q=1$ the start $p=1.5$, regular with one thermostat, has a growth rate of 0.0693 with the chain over a time of 5000 in this run; as for any finite chaotic run, only the magnitude is significant. A run of length 20000 gives $\langle q^2\rangle=1.009\pm0.010$ and $\langle q^4\rangle=3.07\pm0.07$. From $p=5$ the values are $0.986\pm0.008$ and $2.94\pm0.06$. The uncertainties are standard errors from 20 consecutive blocks, and in these runs all these moments lie within two of them of the canonical values. Such errors assume independent blocks, which is not tested here, so they may understate the true uncertainty. The largest gap between the sampled and Gaussian cumulative distributions is 0.005 and 0.009 for the two starts, against 0.105 for the single thermostat started at $p=1.5$.

The kinetic average also changes its meaning. Averaging $\dot\zeta_1$ on a bounded trajectory now gives $\langle p^2\rangle=1+Q\langle\zeta_1\zeta_2\rangle$. It equals 1 if the two frictions are uncorrelated with zero mean, as they are canonically, but boundedness alone no longer enforces it. The measured $1.001\pm0.012$ and $0.979\pm0.012$ carry sampling noise that the single thermostat suppresses.

A sound check of a thermostat therefore compares distributions, not only the mean temperature, and does so from several starts. Stationarity offers a further safeguard: if the starts, including the thermostat variables, are drawn from the canonical density, their ensemble average is canonical at every later time, even when no single trajectory is.

## Table of computed values

```
Reduced units: m = w = kT = 1; time unit 1/w, energy unit kT
time step = 0.025 1/w
Heavy thermostat, start q=0, p=2.0: E0 = 2.000 kT
invariant G = 0.3069 kT; predicted lowest E = 0.4064 kT
Q = 100 kT/w^2, run time 6000 1/w:
  simulated E range = 0.4064 to 2.0000 kT
  slow period: theory 64.45, simulation 64.47 1/w
  small-cycle period 2 pi sqrt(Q) = 62.83 1/w
  <q^4>: theory 1.954, simulation 1.947 (kT/mw^2)^2
  spread of G: theory 0.0783, simulation 0.0782 kT
Q = 400 kT/w^2, run time 6000 1/w:
  simulated E range = 0.4064 to 2.0000 kT
  slow period: theory 128.90, simulation 128.97 1/w
  small-cycle period 2 pi sqrt(Q) = 125.66 1/w
  <q^4>: theory 1.954, simulation 1.950 (kT/mw^2)^2
  spread of G: theory 0.0392, simulation 0.0391 kT
Single thermostat, Q = 1 kT/w^2, start q=0, p=1.5, time 10000 1/w:
  <p^2> = 0.9999 m kT
  <q^2> = 0.7826, from identity 0.7826 kT/mw^2
  <q^4> = 0.8850 (kT/mw^2)^2 (Gaussian: 3)
  largest |q| = 1.2530 sqrt(kT/mw^2)
  largest cumulative gap to Gaussian = 0.1051 (no unit)
  extended-energy range = 1.5e-04 kT
Separation growth rate over time 5000 1/w, Q = 1 kT/w^2:
  single thermostat, p=1.5: 0.0000 w
  single thermostat, p=5.0: 0.0148 w
  chain of two, p=1.5: 0.0693 w
Chain of two, Q = 1 kT/w^2, start q=0, p=1.5, time 20000 1/w:
  <p^2> = 1.001 +- 0.012 m kT
  <q^2> = 1.009 +- 0.010 kT/mw^2
  <q^4> = 3.073 +- 0.072 (kT/mw^2)^2
  largest cumulative gap to Gaussian = 0.0053 (no unit)
Chain of two, Q = 1 kT/w^2, start q=0, p=5.0, time 20000 1/w:
  <p^2> = 0.979 +- 0.012 m kT
  <q^2> = 0.986 +- 0.008 kT/mw^2
  <q^4> = 2.942 +- 0.055 (kT/mw^2)^2
  largest cumulative gap to Gaussian = 0.0090 (no unit)
Probability of |q| in bin [sqrt(kT/mw^2)]: single, chain, Gaussian
  0.0 to 0.5: 0.2420, 0.3809, 0.3829
  0.5 to 1.0: 0.3383, 0.3011, 0.2998
  1.0 to 1.5: 0.4196, 0.1821, 0.1837
  1.5 to 2.0: 0.0000, 0.0900, 0.0881
  2.0 to inf: 0.0000, 0.0459, 0.0455
```
